# Pi-bond order and electronic bond tension in half-filled graphene

## Problem

A flat graphene sheet is described by one orthonormal \(p_z\) orbital per carbon atom, hopping amplitude \(-t\) between nearest neighbours (\(t>0\)), and one π electron per atom. The temperature is zero, the sheet is not spin-polarised, and electron repulsion is not treated explicitly. The hopping depends on the bond length \(d\) alone:

\[
t(d)=t_0\,e^{-\beta(d/d_0-1)} .
\]

Use the rough graphene values \(t_0=2.7\) eV, \(d_0=0.142\) nm and \(\beta=3\).

(a) Diagonalise the hopping on a dense momentum grid and find the spin-summed π-bond order \(p\) of a nearest-neighbour bond.

(b) Find the π contribution to the bond tension, \(T=\partial E/\partial d\). A positive \(T\) means that the π electrons pull the two atoms together.

(c) Convert this bond tension into a sheet stress, and judge what it means for the bond length.

## Hints

1. There are two atoms per cell, so each momentum requires a \(2\times2\) matrix. Half filling puts two electrons per cell into its lower band.
2. Find where the two bands touch, and choose a grid that misses those points.
3. The bond order is read from the eigenvectors. Its sum over the three bonds of a cell is simpler than each term.
4. When a hopping changes, the occupied eigenvectors change too. Ask whether that change affects the energy to first order.
5. The bond order is dimensionless. A force also needs the slope of \(t(d)\).

## Full solution

### (a) The bond order

An atom A in cell \(\mathbf R\) has its three B neighbours in cells \(\mathbf R+\mathbf R_j\), where \(\mathbf R_1=0\) and \(\mathbf R_2,\mathbf R_3\) are primitive lattice vectors. For each spin,

\[
H=-t\sum_{\mathbf R,j}\left(a^\dagger_{\mathbf R}b_{\mathbf R+\mathbf R_j}+\text{h.c.}\right).
\]

With Bloch sums that carry the phase \(e^{i\mathbf k\cdot\mathbf R}\), and with \(k_1=\mathbf k\cdot\mathbf R_2\), \(k_2=\mathbf k\cdot\mathbf R_3\), this becomes

\[
H(\mathbf k)=\begin{pmatrix}0&-tf\\-tf^*&0\end{pmatrix},\qquad
f=1+e^{ik_1}+e^{ik_2}.
\]

The square of the matrix is \(t^2|f|^2\) times the unit matrix and its trace is zero, so the energies are \(\pm t|f|\). Write \(f=|f|e^{i\theta}\). In the lower band the first row reads \(-tfc_B=-t|f|c_A\), hence \(c_A=e^{i\theta}c_B\). After normalisation,

\[
c_A=\frac{e^{i\theta}}{\sqrt2},\qquad c_B=\frac1{\sqrt2},\qquad c_A^*c_B=\tfrac12e^{-i\theta}.
\]

The bond order is the real part of \(\langle a^\dagger_{\mathbf R}b_{\mathbf R+\mathbf R_j}\rangle\), summed over spin. Let \(\langle\cdots\rangle\) denote the average over the Brillouin zone. The two spins give

\[
p_j=2\left\langle\mathrm{Re}\left(c_A^*c_B\,e^{i\mathbf k\cdot\mathbf R_j}\right)\right\rangle .
\]

Summing over \(j\) turns the phases into \(f\):

\[
\sum_jp_j=2\left\langle\mathrm{Re}\left(\tfrac12e^{-i\theta}f\right)\right\rangle=\langle|f|\rangle .
\]

Threefold rotation permutes the bonds, so all three orders are equal and

\[
p=\tfrac13\langle|f|\rangle .
\]

**Choice of grid.** Take \(k_1=2\pi m/N\) and \(k_2=2\pi n/N\) with \(m,n=0,\dots,N-1\). Three complex numbers of unit length add to zero only if they point at \(120^\circ\) to each other. The bands therefore touch at \((k_1,k_2)=\pm(2\pi/3,-2\pi/3)\), the Dirac points. The grid contains them when \(N\) is divisible by 3. There the two levels are degenerate and the "lower" eigenvector is undefined, so \(N\) is chosen not divisible by 3.

The case \(N=2\) can be done by hand: \(|f|=3,1,1,1\), the mean is 1.5, and \(p=0.5\). Diagonalisation on larger grids gives

- \(N=10\): \(p=0.525120\)
- \(N=100\): \(p=0.52486594\)
- \(N=400\): \(p=0.52486575\)

The bond order is thus \(p=0.525\) to three figures.

**An independent value.** One of the two averages can be done analytically. At fixed \(k_1=x\), let \(a=|1+e^{ix}|=2|\cos(x/2)|\). Shifting \(k_2\) by the phase of \(1+e^{ix}\) does not alter an average over a full period, so \(|f|\) may be replaced by \(|a+e^{iy}|\), where

\[
|a+e^{iy}|^2=1+a^2+2a\cos y=(1+a)^2-4a\sin^2(y/2).
\]

With \(u=y/2\) and \(m=4a/(1+a)^2\), the average over \(y\) is

\[
\frac{1+a}{\pi}\int_0^\pi\sqrt{1-m\sin^2u}\,du=\frac2\pi(1+a)E(m),
\]

where \(E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2u}\,du\) is the complete elliptic integral. Since \(a\) is even in \(x\),

\[
p=\frac1{3\pi}\int_0^\pi\frac2\pi(1+a)E(m)\,dx=0.524865746 .
\]

Relative to this value of \(p\), the absolute grid error is \(1.9\times10^{-7}\) at \(N=100\) and \(2.9\times10^{-9}\) at \(N=400\), a fall close to \(N^{-3}\). A scaling argument accounts for the power. Near a Dirac point \(|f|\) has a conical cusp. The grid misjudges it over an area of order \(N^{-2}\), where \(|f|\) itself is of order \(N^{-1}\).

There is also a bound that needs no integration. The cross terms in \(|f|^2\) average to zero, so \(\langle|f|^2\rangle=3\). Because \(\langle|f|\rangle^2\le\langle|f|^2\rangle\), the bond order cannot exceed \(1/\sqrt3\approx0.577\).

### (b) The tension

Allow the three bond families to have different hoppings \(t_j\). Each bond operator and its Hermitian conjugate together contribute twice a real part, while the spin sum is already inside \(p_j\). The energy per cell is therefore

\[
E=-2\sum_jt_jp_j .
\]

The \(p_j\) themselves depend on the hoppings, but this does not matter to first order. For a normalised occupied eigenvector \(c\) with energy \(\varepsilon=c^\dagger Hc\),

\[
d\varepsilon=c^\dagger(dH)c+\varepsilon\,d(c^\dagger c)=c^\dagger(dH)c ,
\]

because \(c^\dagger c=1\) stays fixed. Summing over occupied states gives

\[
\frac{\partial E}{\partial t_j}=-2p_j .
\]

The relation needs no symmetry between the bonds. With hoppings of 2.70, 2.16 and 2.97 eV on a \(100\times100\) grid, central differences of the energy agree with \(-2p_j\) to within \(10^{-5}\) for each family.

The chain rule now gives the force associated with one bond length:

\[
T=-2p\,\frac{dt}{dd}=\frac{2p\beta t_0}{d_0}\quad\text{at }d=d_0 .
\]

The hopping falls as the bond lengthens. Stretching therefore makes the negative π energy less negative, and \(T\) is positive. Numerically,

\[
\frac{dt}{dd}=-\frac{3\times2.7}{0.142}=-57.0\ \text{eV/nm},
\]

\[
T=2\times0.525\times57.0\approx60\ \text{eV/nm}\approx9.6\ \text{nN}.
\]

This is not a net force. In an unstrained sheet the σ bonds and the core repulsion, together called the skeleton here, push back with the same 9.6 nN.

### (c) Sheet stress and bond length

Let \(\mathbf n_j\) be the unit vectors along the three bonds. A small strain \(\epsilon\) changes the bond lengths by \(\delta d_j=d_0\,\mathbf n_j\cdot\epsilon\,\mathbf n_j\). For three directions at \(120^\circ\), \(\sum_j\mathbf n_j\mathbf n_j^{\mathsf T}=\tfrac32\mathbf 1\), so

\[
\delta E=T\sum_j\delta d_j=\tfrac32Td_0\,\mathrm{tr}\,\epsilon .
\]

A relative shift \(\mathbf u\) of the two sublattices would add \(T\sum_j\mathbf n_j\cdot\mathbf u=0\), so internal relaxation does not enter at this order. An isotropic stress \(\sigma\) does work \(\sigma A\,\mathrm{tr}\,\epsilon\) on a cell of area \(A=\tfrac{3\sqrt3}{2}d_0^2\). Equating the two expressions,

\[
\sigma=\frac{T}{\sqrt3\,d_0}=\frac{9.59\ \text{nN}}{1.732\times0.142\ \text{nm}}\approx39\ \text{N/m}.
\]

**Uniform stretch.** If all hoppings scale together, \(H(\mathbf k)\) is multiplied by a number and its eigenvectors do not change. Hence \(p\) stays fixed and the π energy per bond is \(-2pt(d)\). Its second derivative is the π stiffness

\[
k_\pi=-\frac{2p\beta^2t_0}{d_0^2}\approx-203\ \text{N/m}.
\]

The negative sign says that the pull weakens on stretching: at 1 % uniform strain it is 9.31 nN.

**Unequal stretch.** If one bond family alone is lengthened by 1 %, its bond order falls to 0.514 and that of the others rises to 0.530. The fall has a general reason. The ground-state energy is a minimum over states of expressions linear in the \(t_j\), so it is concave in each \(t_j\). Then \(\partial^2E/\partial t_j^2=-2\,\partial p_j/\partial t_j\le0\), and a weakened bond cannot gain bond order. The tension of the stretched family drops to 9.11 nN, below the 9.31 nN of uniform stretch, because both \(p\) and the steepness \(|dt/dd|\) decrease, whereas uniform stretch leaves \(p\) unchanged.

**What the pull does to the bond length.** Take a rough measured area modulus \(K=200\) N/m, and let \(k\) be the total stiffness per bond for uniform dilation. A change \(u\) of every bond length changes the area by the fraction \(2u/d_0\). Equating energies per cell,

\[
3\cdot\tfrac12ku^2=\tfrac12KA\left(\frac{2u}{d_0}\right)^2
\quad\Rightarrow\quad k=\frac{4KA}{3d_0^2}=2\sqrt3\,K\approx693\ \text{N/m}.
\]

The skeleton alone then has stiffness \(k-k_\pi=693+203=896\) N/m. Without the π pull it would expand by about

\[
\frac{9.59\ \text{nN}}{896\ \text{N/m}}\approx0.011\ \text{nm},
\]

to a bond length near 0.153 nm. A carbon–carbon single bond is roughly 0.15 nm long, so the estimate has a sensible sign and order of magnitude. The close agreement is not a test of \(T\), however. The estimate is harmonic, and an expansion of more than 7 % strains that assumption: real bonds soften on stretching, which makes the expansion larger. A Morse skeleton with a well depth of 3 to 5 eV, matched to the same force and stiffness at \(d_0\), expands by 0.015 to 0.016 nm.

### How far the number applies to real graphene

The chosen \(t_0\) and \(\beta\) are typical of graphene models, but \(\beta\) is uncertain. Values of 2.5 and 3.5 give 8.0 and 11.2 nN at fixed \(t_0\). Orbital overlap, treated in the first variation, lowers the tension by more than a quarter if the other parameters are held fixed. Electron correlation also weakens bond order. In an exactly solved six-site Hubbard ring with on-site repulsion \(U\), the reduction relative to \(U=0\) is 3 % at \(U/t=1.6\) and 15 % at \(U/t=3.4\); the ring overstates the effect in the extended sheet, for which second-order perturbation theory in \(U\) gives about 2 % and 9 %. With orthogonal orbitals, second-neighbour hopping adds no tension at half filling. In the full lower band \(|c_A|^2=|c_B|^2=\tfrac12\) at every \(\mathbf k\), so the bond order between different sites of one sublattice averages to zero. This holds while the lower band remains completely filled and the orbitals are orthogonal. With the overlap \(s_0=0.1\) of the first variation, a second-neighbour term \(-t_2\) with \(t_2=0.1\) eV and the same relative decay lowers the tension by about 0.7 %. Third-neighbour hopping connects the two sublattices and does not cancel: its bond order is \(-0.186\), so a term \(-t_3\) with \(t_3=0.2\) eV and a similar decay lowers the tension under uniform dilation by 3 to 5 %. A tension near 10 nN is therefore a reasonable magnitude, with an uncertainty of some tens of per cent. A first-principles calculation of a strained sheet yields the total stress. Dividing it into π and σ parts needs a further convention, because the repulsion between π and σ electrons belongs to both.

## Variation 1: orbitals that overlap

*Let neighbouring orbitals have overlap \(s\), proportional to \(t(d)\), with \(s=s_0=0.1\) at \(d_0\). The energy zero is the \(p_z\) level. How does \(T\) change at fixed \(t_0\) and \(\beta\)?*

The eigenvalue equation becomes \(Hc=\varepsilon Sc\), where \(S\) has unit diagonal and off-diagonal elements \(sf\) and \(sf^*\). The same vector \(c_A=e^{i\theta}c_B\) solves it, since the first row reads \(-t|f|c_A=\varepsilon(1+s|f|)c_A\). Thus

\[
\varepsilon=-\frac{t|f|}{1+s|f|}.
\]

Primes denote derivatives with respect to \(d\). Using \(s'=st'/t\),

\[
\varepsilon'=-\frac{t'|f|}{1+s|f|}+\frac{t|f|^2s'}{(1+s|f|)^2}
=-t'|f|\,\frac{(1+s|f|)-s|f|}{(1+s|f|)^2}
=-\frac{t'|f|}{(1+s|f|)^2}.
\]

Two electrons per cell and three bonds per cell give

\[
T=\frac{2\beta t_0}{3d_0}\left\langle\frac{|f|}{(1+s_0|f|)^2}\right\rangle\approx6.8\ \text{nN}.
\]

This is 29 % below the orthogonal result, and \(s_0\to0\) restores it. The overlap penalises the most strongly bonding states, those with large \(|f|\), which carry most of the tension. In practice \(t_0\) would be refitted together with \(s_0\), so the reduction is not a universal correction.

## Variation 2: doping and temperature

*Add \(10^{13}\) electrons per cm\(^2\) at fixed lattice and fixed \(t_0\). Then consider instead the undoped sheet at 300 K. How much does \(p\) change?*

A lower-band electron contributes \(|f|/2\) to the sum of the three bond orders, hence \(|f|/6\) per bond. In the upper band the relative sign of \(c_A\) and \(c_B\) is reversed, and the contribution is \(-|f|/6\).

Near a Dirac point put \(k_1=2\pi/3+u\) and \(k_2=-2\pi/3+v\). To lowest order,

\[
|f|^2=u^2+v^2-uv .
\]

The ellipse \(|f|\le x\) has area \(2\pi x^2/\sqrt3\), out of a zone of area \((2\pi)^2\). Two Dirac points and two spins give the number of upper-band states per cell up to \(|f|=x\):

\[
\nu(x)=4\,\frac{2\pi x^2/\sqrt3}{(2\pi)^2}=\frac{2x^2}{\sqrt3\,\pi}.
\]

**Doping.** The density is 0.1 nm\(^{-2}\) and the cell area 0.0524 nm\(^2\), so \(\nu=0.00524\). The cone is filled up to \(x_F=\sqrt{\sqrt3\,\pi\nu/2}=0.119\), or 0.32 eV. The mean of \(|f|\) over the filled ellipse is \(2x_F/3\), hence

\[
\Delta p=-\frac\nu6\cdot\frac{2x_F}{3}=-\frac{\nu x_F}{9}\approx-7\times10^{-5}.
\]

**Temperature.** Band symmetry keeps the chemical potential at zero. Thermal electrons and holes each reduce the bond order by \(|f|/6\). With \(\tau=k_BT_{\rm K}/t_0\), where \(T_{\rm K}\) is the temperature, and \(d\nu/dx=4x/(\sqrt3\,\pi)\),

\[
\Delta p=-2\int_0^\infty\frac x6\,\frac{4x}{\sqrt3\,\pi}\,\frac{dx}{e^{x/\tau}+1}
=-\frac{2\zeta(3)}{\sqrt3\,\pi}\,\tau^3 ,
\]

because \(\int_0^\infty w^2/(e^w+1)\,dw=\tfrac32\zeta(3)\), with \(\zeta(3)\approx1.202\). At 300 K, \(\tau=0.0096\) and \(\Delta p\approx-4\times10^{-7}\).

Both changes are small because the states involved lie near the Dirac points, where \(|f|\) is small and few states are available. Since \(T=-2p\,dt/dd\) in the nearest-neighbour model, they alter the tension by a fraction of about \(10^{-4}\) or less. In a doped sheet second-neighbour hopping no longer cancels. If its amplitude is 0.1 eV and it decays with distance at a rate similar to that of \(t\), it adds a change of two to three parts in \(10^4\), lowering the tension for added electrons and raising it for added holes when the term enters as \(-t_2\); a larger amplitude adds proportionally more. These estimates hold the lattice and the \(p_z\) level fixed. In a real sheet that level moves with strain. A shift of \(g\) per unit linear strain changes the force per bond by \(\nu g/3d_0\), a fraction of \(6\times10^{-4}\) to \(2\times10^{-3}\) of \(T\) for \(g\) between 3 and 10 eV, so the model numbers should not be read as the doping response of real graphene. All of this is still far below the uncertainty of the tension from \(\beta\) and from overlap.

## Numbers as computed

```
Hopping t0: 2.70 eV
Bond length d0: 0.142 nm
Decay beta: 3.0
Cell area: 0.05239 nm^2
Bond order, 10 x 10 grid: 0.525119956
Bond order, 100 x 100 grid: 0.524865940
Bond order, 400 x 400 grid: 0.524865749
Bond order, elliptic integral: 0.524865746
Mean |f|: 1.574597
Mean |f|^2: 3.000000
Upper bound on bond order: 0.5774
Grid error at 100, at 400: 1.94e-07, 2.93e-09
Power of grid error: 3.024
Pi energy per bond: -2.8343 eV
Hopping slope dt/dd: -57.042 eV/nm
Pi bond tension: 59.879 eV/nm
Pi bond tension: 9.594 nN
Pi sheet stress: 39.01 N/m
Pi stiffness per bond: -202.7 N/m
Area modulus, rough input: 200 N/m
Total stiffness per bond: 692.8 N/m
Skeleton stiffness per bond: 895.5 N/m
Skeleton expansion without pi pull: 0.0107 nm
Bond length without pi pull: 0.1527 nm
Tension for beta 2.5: 7.99 nN
Tension for beta 3.5: 11.19 nN
Overlap s0: 0.10
Tension with overlap: 6.837 nN
Relative change by overlap: -28.7 %
kT/t0 at 300 K: 0.00957
Bond-order change at 300 K: -3.88e-07
Doping: 1.0e+13 cm^-2
Doping electrons per cell: 0.00524
Fermi energy of doped sheet: 0.322 eV
Bond-order change by doping: -6.95e-05
Second-neighbour hopping tested: 0.10 eV
Second-neighbour bond order below 1e-10: True
Six-ring bond order at U/t = 0.0: 0.6667
Six-ring bond order at U/t = 1.6: 0.6445
Six-ring bond order at U/t = 3.4: 0.5640
Six-ring change at U/t = 1.6: -3.3 %
Six-ring change at U/t = 3.4: -15.4 %
Tension at 1 % uniform stretch: 9.310 nN
One family stretched 1 %, its order: 0.51382
One family stretched 1 %, other orders: 0.53031
One family stretched 1 %, its tension: 9.114 nN
```
